# Saturation of the Back-Surface Electron Density in a Gated Undoped Film

A 50 nm semiconductor film is gated through 100 nm of oxide. In the ideal model treated here, raising the gate-induced electron density from \(5\times10^{11}\) to \(5\times10^{12}\ \mathrm{cm^{-2}}\) takes the gate voltage from 2.45 V to 23.4 V and multiplies the electron density at the gate side by 97. The density at the back surface rises by 21 percent, from \(2.28\times10^{16}\) to \(2.76\times10^{16}\ \mathrm{cm^{-3}}\). It is approaching a ceiling of \(2.82\times10^{16}\ \mathrm{cm^{-3}}\), which depends on the film's thickness, permittivity and temperature, and on nothing in the gate stack.

## Model and conventions

The film occupies \(0\le x\le t\), with the back surface at \(x=0\) and the gate insulator at \(x=t\). Its permittivity is \(\varepsilon\), the elementary charge is \(q>0\), and \(\psi\) is the electrostatic potential, so an electron has potential energy \(-q\psi\). The assumptions are:

- The film has no dopants, traps or holes, so its charge density is \(-qn\).
- The electrons are classical, obey Boltzmann statistics, and have a quasi-Fermi level that is flat across the film. This requires negligible vertical current.
- The field vanishes at the back surface: \(\psi'(0)=0\).

Let \(n_b\) and \(\psi_b\) be the density and potential at \(x=0\), and let \(u=q(\psi-\psi_b)/kT\). A flat quasi-Fermi level gives \(n=n_be^{u}\). Poisson's equation is \(\psi''=-(-qn)/\varepsilon=qn/\varepsilon\). Multiplying it by \(q/kT\) gives

\[
u''=2a^2e^{u},\qquad a^2=\frac{q^2n_b}{2\varepsilon kT},\qquad u(0)=u'(0)=0. \tag{1}
\]

## The secant-squared profile

Multiply (1) by \(u'\). The left side becomes \((u'^2/2)'\) and the right side \((2a^2e^u)'\). Integrating from the back surface, where \(u=u'=0\), gives

\[
u'^2=4a^2\left(e^{u}-1\right). \tag{2}
\]

Now define \(w=e^{-u/2}\). Then \(w'=-u'w/2\), and a second differentiation, followed by the use of (1) and (2), gives

\[
w''=-\frac{u''}{2}w+\frac{u'^2}{4}w
=-a^2e^{u}w+a^2(e^{u}-1)w=-a^2w .
\]

The starting values are \(w(0)=1\) and \(w'(0)=0\), so \(w=\cos(ax)\). Since \(n=n_be^u=n_b/w^2\),

\[
n(x)=n_b\sec^2(ax). \tag{3}
\]

The variable \(w\) is positive by definition, so the solution ends where the cosine first reaches zero, at \(x=\pi/(2a)\). There the potential and the density diverge. A finite solution throughout the film therefore requires

\[
\beta\equiv at<\frac{\pi}{2}.
\]

Define the density scale \(n_0=\varepsilon kT/(q^2t^2)\). The definition of \(a\) gives \(n_b=2a^2\varepsilon kT/q^2=2\beta^2n_0\), and hence

\[
n_b<n_{\max}=\frac{\pi^2}{2}n_0=\frac{\pi^2\varepsilon kT}{2q^2t^2},
\qquad \frac{n_b}{n_{\max}}=\left(\frac{2\beta}{\pi}\right)^2. \tag{4}
\]

Direct numerical integration of (1), without the cosine solution, shows the same boundary. With \(n_b=1.05\,n_{\max}\) the potential runs away at \(x/t=0.9759\), which agrees with \(1/\sqrt{1.05}\). With \(n_b=0.95\,n_{\max}\) it stays finite across the film.

The limit can also be read as a screening condition. The Debye length of the back density is \(L_D=\sqrt{\varepsilon kT/(q^2n_b)}=1/(\sqrt2\,a)\). The condition \(at<\pi/2\) then says \(L_D>\sqrt2\,t/\pi\approx0.45\,t\). A denser back region would bend the potential so strongly that it diverged before reaching the gate.

## From gate charge to back density

Let \(N\) be the number of electrons per area. Integrating (3) gives

\[
N=\int_0^t n\,dx=\frac{n_b}{a}\tan\beta
=\frac{2\beta^2n_0\,t}{\beta}\tan\beta .
\]

With \(N_1=2n_0t=2\varepsilon kT/(q^2t)\) and \(G=N/N_1\), this becomes

\[
\beta\tan\beta=G. \tag{5}
\]

The derivative of the left side, \(\tan\beta+\beta\sec^2\beta\), is positive on \((0,\pi/2)\), and the left side runs from zero to infinity. Each positive \(N\) thus has one root, and \(n_b\) rises with \(N\). Every finite \(N\) has \(\beta<\pi/2\), so \(n_{\max}\) is approached but not reached.

For numerical work it is better to solve

\[
f(\beta)=\beta\sin\beta-G\cos\beta=0,
\]

which has no pole. Its end values are \(f(0)=-G\) and \(f(\pi/2)=\pi/2\), and its derivative \((1+G)\sin\beta+\beta\cos\beta\) is positive between them. A bracketing root finder on \([0,\pi/2]\) is therefore safe for any \(G>0\).

**Weak gate.** For small \(\beta\), \(\beta\tan\beta=\beta^2+\beta^4/3+\dots\), so \(\beta^2=G-G^2/3+\dots\). Because \(2n_0G=N/t\),

\[
n_b=\frac{N}{t}\left(1-\frac{G}{3}+\dots\right).
\]

The film is then almost uniformly filled, and its back density follows the gate.

**Strong gate.** Put \(\delta=\pi/2-\beta\), so that \(\tan\beta=\cot\delta=1/\delta-\delta/3+\dots\). Equation (5) becomes

\[
G=\left(\frac{\pi}{2}-\delta\right)\left(\frac1\delta-\frac\delta3+\dots\right)
=\frac{\pi}{2\delta}-1-\frac{\pi\delta}{6}+O(\delta^2).
\]

The last displayed term is of order \(1/G\) and changes \(\delta\) only at order \(G^{-3}\). Hence \(2\delta/\pi=1/(1+G)+O(G^{-3})\), and

\[
\frac{n_b}{n_{\max}}=\left(1-\frac{2\delta}{\pi}\right)^2
=\left(\frac{G}{1+G}\right)^2+O(G^{-3}). \tag{6}
\]

The remaining gap is about \(2/G\) of \(n_{\max}\), so the approach is algebraic and slow. Setting (6) equal to 0.9 gives \(G\approx18.5\).

## Why added charge stays near the gate

Let \(F=\psi'\), which is positive inside the film. Gauss's law, or one integration of Poisson's equation, gives \(F(t)=qN/\varepsilon\). Substituting \(u'=qF/kT\) and \(n=n_be^u\) into (2) turns it into

\[
kT\,(n-n_b)=\frac{\varepsilon F^2}{2}. \tag{7}
\]

The excess pressure of the electron gas balances the electrostatic stress. At the gate side this gives

\[
n_s=n_b+\frac{q^2N^2}{2\varepsilon kT}. \tag{8}
\]

The thickness can now be written as an integral over field. Since \(dF/dx=qn/\varepsilon\),

\[
t=\frac{\varepsilon}{q}\int_0^{F(t)}\frac{dF}{n(F)},\qquad
n(F)=n_b+\frac{\varepsilon F^2}{2kT}. \tag{9}
\]

At high field \(n\) grows as \(F^2\), so the integral converges even when its upper limit goes to infinity. All fields above \(F(t)\) would fit into a layer thinner than

\[
\frac{\varepsilon}{q}\int_{F(t)}^{\infty}\frac{2kT}{\varepsilon F^2}\,dF
=\frac{2kT}{qF(t)}=\frac{t}{G}.
\]

When \(G\gg1\), additional electrons therefore need very little room at the gate side, and the rest of the profile hardly has to adjust. Equation (6) has the same content: to its order, \(n_b\) is the limiting density of a film of thickness \(t(1+1/G)\).

The mean distance of the electrons from the gate interface follows from \(n=(\varepsilon kT/q^2)u''\) and one integration by parts:

\[
\bar z=\frac1N\int_0^t(t-x)n\,dx
=\frac{\varepsilon kT}{q^2N}\left\{\big[(t-x)u'\big]_0^t+\int_0^tu'\,dx\right\}
=\frac{\varepsilon kT}{q^2N}u(t).
\]

The bracket vanishes at \(x=t\) because of its factor \(t-x\), and at \(x=0\) because \(u'(0)=0\). With \(u(t)=-2\ln\cos\beta\) and \(\varepsilon kT/q^2=N_1t/2\),

\[
\bar z=-\frac{t\ln\cos\beta}{G}. \tag{10}
\]

For a weak gate \(-\ln\cos\beta\approx\beta^2/2\approx G/2\), and \(\bar z\) tends to \(t/2\), as a uniform film requires.

## Gate voltage

Choose the zero of \(\psi\) where the density equals \(n_0\), and let the gate voltage \(V\) be counted from a constant that absorbs the work functions. With an insulator capacitance per area \(C_{ox}\) and no interface charge,

\[
V=\frac{kT}{q}\ln\frac{n_s}{n_0}+\frac{qN}{C_{ox}}. \tag{11}
\]

By (8), \(n_s\) rises with \(N\), so both terms rise and each \(V\) fixes one \(N\). The voltage \(V\) is not measured from a threshold voltage.

## Worked example

The film has \(t=50\) nm, relative permittivity 10 and temperature 300 K. The oxide is 100 nm thick with relative permittivity 3.9, which gives \(C_{ox}=34.5\ \mathrm{nF/cm^2}\). The inputs to the formulas are \(\varepsilon kT/q^2=1.4287\times10^5\ \mathrm{cm^{-1}}\) and \(t=5\times10^{-6}\) cm:

\[
n_0=\frac{1.4287\times10^5}{(5\times10^{-6})^2}=5.715\times10^{15}\ \mathrm{cm^{-3}},
\]
\[
n_{\max}=4.935\,n_0=2.820\times10^{16}\ \mathrm{cm^{-3}},
\qquad N_1=2n_0t=5.715\times10^{10}\ \mathrm{cm^{-2}}.
\]

For \(N=5\times10^{11}\ \mathrm{cm^{-2}}\), \(G=8.749\), and (5) gives \(\beta=1.4109\). Then

\[
n_b=2(1.4109)^2n_0=2.275\times10^{16}\ \mathrm{cm^{-3}}=0.807\,n_{\max}.
\]

The estimate (6) gives 0.805. At the gate side, (8) gives

\[
n_s=2.275\times10^{16}+\frac{(5\times10^{11})^2}{2(1.4287\times10^5)}
=8.98\times10^{17}\ \mathrm{cm^{-3}},
\]

and (10) places the mean charge 10.5 nm from the gate interface. In (11) the film contributes \(0.02585\ln(157)=0.131\) V and the oxide 2.320 V, for a total of 2.451 V.

Because \(n_{\max}\propto t^{-2}\), the limit is \(7.05\times10^{17}\ \mathrm{cm^{-3}}\) for 10 nm and \(7.05\times10^{15}\ \mathrm{cm^{-3}}\) for 100 nm, with permittivity and temperature held fixed. The 10 nm value is only a rough guide, because confinement and degeneracy matter in so thin a film. For an effective mass of 0.34 electron masses and \(N=5\times10^{12}\ \mathrm{cm^{-2}}\), a Schrödinger–Poisson solution with hard walls and Fermi statistics puts the mean density of the back half about 50 percent above the classical one.

## A discrete solver and its mesh

A device code needs the numerical solution when traps or dopants are added, and (3) is a reference case for it. With \(y=x/t\) and \(\eta=\ln(n/n_0)\), Poisson's equation is \(\eta''=e^\eta\) with \(\eta'(0)=0\). Integrating it over the film gives \(\eta'(1)=N/(n_0t)=2G\) when the charge is prescribed. When the voltage is prescribed, continuity of displacement, \(\varepsilon\psi'(t)=C_{ox}[V-\psi(t)]\), gives

\[
\eta'(1)=c\left[\frac{qV}{kT}-\eta(1)\right],\qquad c=\frac{C_{ox}t}{\varepsilon}.
\]

On nodes \(0,\dots,M\) with spacing \(h=1/M\), balancing the flux over each node's control volume gives the residuals

\[
R_0=\frac{\eta_1-\eta_0}{h}-\frac h2e^{\eta_0},\qquad
R_i=\frac{\eta_{i+1}-2\eta_i+\eta_{i-1}}{h}-he^{\eta_i},
\]
\[
R_M=\eta'(1)-\frac{\eta_M-\eta_{M-1}}{h}-\frac h2e^{\eta_M}.
\]

When the residuals are summed, the internal fluxes cancel. A converged solution therefore satisfies Gauss's law for the discrete charge. Let \(J\) be the Jacobian, and let \(h_i\) be \(h\) inside and \(h/2\) at the ends. For any vector \(v\),

\[
-v^{T}Jv=\sum_{i=0}^{M-1}\frac{(v_{i+1}-v_i)^2}{h}+\sum_{i=0}^{M}h_ie^{\eta_i}v_i^2+c\,v_M^2,
\]

with \(c=0\) for prescribed charge. This is positive for every nonzero \(v\), so each Newton step has a unique solution. That does not prevent large early steps. In the calculations here, each step was scaled so that no component of \(\eta\) changed by more than 3.

For the example, the back density had a relative error of \(3.69\times10^{-5}\) with 200 cells and \(9.23\times10^{-6}\) with 400. The ratio of 3.99 shows second-order convergence. Given only the voltages that (11) assigns to \(N=10^{10}\), \(10^{11}\), \(5\times10^{11}\), \(10^{12}\) and \(5\times10^{12}\ \mathrm{cm^{-2}}\), with 2000 cells, the solver returned \(n_b\) and \(N\) within 0.1 percent of the formulas in all five cases.

The mesh must resolve the gate side. There \(u'(t)=qF(t)/kT=2G/t\), so the local decay length of the density is \(t/(2G)\). It is 2.9 nm in the example and 0.29 nm at ten times the charge. A uniform mesh of 200 cells has a spacing of 0.25 nm, which is ample in the first case. In the second it makes the gate-side density about 7 percent too low, although the back density is still accurate to 0.03 percent.

## Effects outside the model

Each effect below is added separately to the 50 nm film, with the gate-induced charge held fixed.

**Degeneracy.** An effective mass of 0.34 electron masses gives a band density of states \(N_c=4.98\times10^{18}\ \mathrm{cm^{-3}}\). In the example \(n_s/N_c=0.18\), and Fermi–Dirac statistics raise \(n_b\) by 0.6 percent. At \(N=5\times10^{12}\ \mathrm{cm^{-2}}\) the Boltzmann value of \(n_s/N_c\) is 17.6, so its gate-side density is not credible. The Fermi–Dirac back density is then \(2.89\times10^{16}\ \mathrm{cm^{-3}}\), which is 4.8 percent above the Boltzmann result and 2.4 percent above \(n_{\max}\). The value of the ceiling (4) is thus a property of Boltzmann electrons. For a parabolic band a ceiling survives, only higher: a strongly degenerate gas has \(n\propto F^{6/5}\) at high field, so the thickness integral (9) still converges. For this film and mass the back density is \(1.12\,n_{\max}\) at \(N=5\times10^{13}\ \mathrm{cm^{-2}}\) and approaches about \(1.3\,n_{\max}\) only at charges far beyond any real gate.

The direction of the change follows from (9). With a general gas pressure \(P\), the force balance is \(P=P_b+\varepsilon F^2/2\), where \(P_b\) is the back pressure. At a given pressure a degenerate gas has a lower density than \(P/kT\), so \(1/n\) is larger, and the same \(P_b\) would require a thicker film. To fit the actual thickness \(P_b\) must rise, and with it the density of the nondegenerate back region.

**Confinement.** A Schrödinger–Poisson solution with hard walls makes the density vanish at the back surface, so \(n_b\) loses its literal meaning. The mean density of the back half remains comparable. Its classical value is

\[
\frac2t\int_0^{t/2}n\,dx=n_b\frac{\tan(\beta/2)}{\beta/2}=2.75\times10^{16}\ \mathrm{cm^{-3}}.
\]

The quantum value, which includes Fermi statistics, is 6 percent higher, and the mean distance from the gate grows from 10.5 to 11.9 nm. With the mass raised to 5 electron masses, the back-half mean differs from the classical one by 1.4 percent.

**Donors.** A uniform density of \(10^{16}\ \mathrm{cm^{-3}}\) ionized donors raises \(n_b\) by 29 percent, to \(2.93\times10^{16}\ \mathrm{cm^{-3}}\), which is above \(n_{\max}\).

**Back-surface charge.** A fixed positive charge of \(10^{11}\) elementary charges per \(\mathrm{cm^2}\) exceeds \(N_1\) and multiplies the back density by 3.6, to \(8.3\times10^{16}\ \mathrm{cm^{-3}}\). The field now changes sign inside the film, and the density has its minimum there. Equation (7), applied between that minimum and the back surface, assigns \((10^{11})^2/(2\times1.4287\times10^5)=3.5\times10^{16}\ \mathrm{cm^{-3}}\) to the back field. The minimum density is the remaining \(4.8\times10^{16}\ \mathrm{cm^{-3}}\).

**Tail traps.** An exponential band tail with \(10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}\) at the band edge and a width of 20 meV lowers the free back density to \(9.8\times10^{15}\ \mathrm{cm^{-3}}\), or 0.43 of the trap-free value. Another \(1.4\times10^{16}\ \mathrm{cm^{-3}}\) electrons are trapped there. Trapped electrons count towards the gate-induced charge and screen the field as free ones do.

The remaining effects are small or simple. The oxide field is 0.23 MV/cm in the example and 2.3 MV/cm at \(N=5\times10^{12}\ \mathrm{cm^{-2}}\), both below the roughly 10 MV/cm at which good thermal silicon dioxide breaks down. With a 3.1 eV gap the equilibrium hole density is negligible. At 350 K, with the permittivity unchanged, \(n_{\max}\) rises in proportion to temperature, to \(3.29\times10^{16}\ \mathrm{cm^{-3}}\).

## Relation to oxide transistors

The parameters are rough values for an amorphous indium-gallium-zinc-oxide transistor of laboratory type. The assumptions that such films break most seriously are the absence of traps and donors and the zero back field. Their densities depend strongly on deposition, annealing and passivation, so the values above set a scale and do not describe a particular device. At those values the back density moves by factors between 0.43 and 3.6, whereas at the example's gate charge degeneracy and confinement together change the mean density of the back half by about 6 percent. They change the mean distance from the gate more, by about 14 percent. At \(N=5\times10^{12}\ \mathrm{cm^{-2}}\) the back-half mean is 8 percent above the classical value, and Fermi statistics alone account for about 6 percent. Equation (4) is therefore suited to verifying a Poisson solver and, where the assumptions of the model hold, to judging how strongly the gate still controls the back density. It should not be used to predict the back density of a real film unless confinement and degeneracy are weak, the donor density is small compared with the predicted \(n_b\), the back charge is small compared with both \(N\) and \(N_1\), and trapped charge is small compared with free charge throughout the film.

## Table of computed values

```
film thickness 50 nm, rel. permittivity 10
oxide 100 nm, rel. permittivity 3.9
temperature 300 K, kT = 0.02585 eV
effective mass 0.34 m_e
band density of states N_c = 4.975e+18 cm^-3
eps kT/q^2 = 1.4287e+05 cm^-1
n_0 = eps kT/(q^2 t^2) = 5.7147e+15 cm^-3
limit n_max = 2.8201e+16 cm^-3
N_1 = 5.7147e+10 cm^-2
oxide capacitance = 34.531 nF/cm^2
example N = 5.00e+11 cm^-2, G = 8.7494
beta = 1.41091 rad, a = 0.028218 nm^-1
back density n_b = 2.2752e+16 cm^-3
n_b/n_max = 0.8068
strong-gate estimate of n_b/n_max = 0.8054
gate-side density n_s = 8.9769e+17 cm^-3
charge centroid from gate = 10.501 nm
back-half mean density = 2.7468e+16 cm^-3
largest relative profile error, 2000 cells = 8.0e-06
n_b relative error, 200 cells = 3.69e-05
n_b relative error, 400 cells = 9.23e-06
mesh error ratio = 3.994
divergence at x/t = 0.97590 for n_b = 1.05 n_max
sweep: N cm^-2 | n_b cm^-3 | n_b/n_max | n_s cm^-3 | n_s/N_c | V
1e+10 | 1.889e+15 | 0.0670 | 2.239e+15 | 0.000 | 0.022 V
1e+11 | 1.227e+16 | 0.4351 | 4.727e+16 | 0.010 | 0.519 V
5e+11 | 2.275e+16 | 0.8068 | 8.977e+17 | 0.180 | 2.451 V
1e+12 | 2.524e+16 | 0.8950 | 3.525e+18 | 0.709 | 4.806 V
5e+12 | 2.757e+16 | 0.9775 | 8.752e+19 | 17.592 | 23.448 V
n_max for t = 10 nm: 7.050e+17 cm^-3
n_max for t = 20 nm: 1.763e+17 cm^-3
n_max for t = 100 nm: 7.050e+15 cm^-3
neglected effects:
Fermi-Dirac, N = 5e+11 cm^-2: n_b = 2.288e+16 cm^-3
  over Boltzmann 1.0055, over n_max 0.8113
  back-half mean 2.764e+16 cm^-3, centroid 10.571 nm
Fermi-Dirac, N = 5e+12 cm^-2: n_b = 2.888e+16 cm^-3
  over Boltzmann 1.0476, over n_max 1.0241
  back-half mean 3.700e+16 cm^-3, centroid 2.786 nm
tail traps: 1e+20 cm^-3 eV^-1, width 20 meV
  free n_b = 9.750e+15 cm^-3, ratio 0.429
  trapped at back = 1.410e+16 cm^-3
donors 1e+16 cm^-3: n_b = 2.929e+16 cm^-3, ratio 1.287
back charge +1e+11 cm^-2: n_b = 8.293e+16 cm^-3, ratio 3.645
quantum back-half mean = 2.912e+16 cm^-3, ratio 1.060
quantum centroid from gate = 11.925 nm
heavy-mass (5 m_e) back-half ratio = 1.014
oxide field = 0.232 MV/cm
holes at back (gap 3.1 eV, N_v = N_c) = 9e-32 cm^-3
n_max at 350 K = 3.290e+16 cm^-3
```
